# The Motz-Wise Correction for Diffusion to a Sticking Wall

Silver vapour diffuses through argon to a growing film that holds 90% of the atoms striking it. In the example worked below, the film gains 2.27 atoms per nm² per second. A resting gas with the density that the diffusion profile reaches at the film would strike it with 1.38 atoms per nm² per second. The film therefore seems to capture 1.64 times what arrives, with a sticking probability of 0.9.

The number 1.38 is not the arrival rate. A gas that feeds a wall drifts towards it, and the drift adds to the arrivals.

## 1. The simple case: a wall that hardly takes anything

Let $z$ point from the gas to the wall, and count the net flux $J$ as positive towards the wall. The vapour is dilute, its atoms have mass $m$, and gas and wall share one temperature. In the algebra I use atomic units and write the temperature $T$ as an energy, so Boltzmann's constant is 1.

If the wall takes almost nothing, the gas beside it is nearly at rest and has a Maxwellian velocity distribution. With density $n$, the flux carried by atoms with $v_z>0$ is

$$n\sqrt{\frac{m}{2\pi T}}\int_0^\infty v_z e^{-mv_z^2/2T}dv_z=n\sqrt{\frac{m}{2\pi T}}\,\frac{T}{m}=n\sqrt{\frac{T}{2\pi m}} .$$

The mean speed is

$$\bar v=4\pi\left(\frac{m}{2\pi T}\right)^{3/2}\int_0^\infty v^3e^{-mv^2/2T}dv=4\pi\left(\frac{m}{2\pi T}\right)^{3/2}\frac{2T^2}{m^2}=\sqrt{\frac{8T}{\pi m}} ,$$

so the one-way flux is $n\bar v/4$. If each arriving atom sticks with probability $s$, the naive wall law is

$$J=s\,\frac{n\bar v}{4}.$$

Its limit $s\to0$ is sound, because the gas is then undisturbed. At $s=1$ it contradicts itself: no atom returns from the wall, yet the law assumes a distribution in which as many atoms leave as arrive.

## 2. Letting the gas drift

Let $f(v_z)$ be the distribution at the wall, integrated over the velocities parallel to it. Split it into an even part $e(v_z)$ and an odd part $o(v_z)$. The product $v_ze$ is odd and integrates to zero, while $v_zo$ is even, so

$$J=\int_{-\infty}^{\infty}v_zf\,dv_z=2\int_0^\infty v_z\,o\,dv_z .$$

Half of the net flux thus comes from each direction of motion. The arriving and departing fluxes, both counted as positive, are

$$J_{\rm in}=\int_0^\infty v_z(e+o)\,dv_z=E+\frac J2,\qquad J_{\rm out}=\int_0^\infty v_z(e-o)\,dv_z=E-\frac J2,$$

with $E=\int_0^\infty v_ze\,dv_z$. Nothing has been approximated yet, and $J_{\rm in}-J_{\rm out}=J$ as it must.

The approximation is to take the even part as a Maxwellian of density $n_w$, the density of the diffusion profile continued to the wall. Then $E=n_w\bar v/4$ and

$$J_{\rm in}=\frac{n_w\bar v}{4}+\frac J2 .$$

This form holds inside the gas in a simple model. Let collisions at rate $\nu$ replace each velocity by a fresh Maxwellian one, with normalized distribution $M$:

$$v_z\frac{\partial f}{\partial z}=-\nu\,(f-nM).$$

For a linear profile, $n''=0$, the trial form $f=(n-v_zn'/\nu)M$ makes both sides equal to $v_zn'M$. Its even part is $nM$, as assumed.

At the wall the form breaks down. For $s=1$ no atom may leave, so $f$ should vanish for every $v_z<0$. The trial form can make only the total departing flux vanish: it is positive for slow departing atoms and negative for fast ones. The real gas adjusts in a Knudsen layer, where the even part is no longer Maxwellian.

An example with an arbitrarily chosen distortion shows how the even part affects $E$; it does not give the size of the effect at a real wall, which section 7 treats. Multiply the three-dimensional Maxwellian by $1+0.2\,P_2(\mu)$, where $\mu$ is the cosine of the angle to the normal and $P_2=(3\mu^2-1)/2$. The density is unchanged, since $\int_{-1}^1P_2\,d\mu=0$, but $E$ changes by the fraction

$$0.2\,\frac{\int_0^1\mu P_2\,d\mu}{\int_0^1\mu\,d\mu}=0.2\,\frac{1/8}{1/2}=0.05 .$$

## 3. The wall law

The wall keeps a fraction $s$ of what arrives:

$$J=sJ_{\rm in}=s\,\frac{n_w\bar v}{4}+\frac s2J .$$

Moving the last term to the left gives $(1-s/2)J=s\,n_w\bar v/4$, or

$$J=\gamma\,\frac{n_w\bar v}{4},\qquad \gamma=\frac{s}{1-s/2},\qquad \frac1\gamma=\frac1s-\frac12 .$$

This is the Motz-Wise correction. For small $s$, $\gamma=s+s^2/2+\dots$, and the naive law returns. For $s=1$, $\gamma=2$: the departing flux is zero, so $n_w\bar v/4=J/2$. A value above 1 is no paradox, because $\gamma$ is not a probability. The probability is $J/J_{\rm in}$, which is still $s$.

The opening numbers now fit. The arrivals are $1.38+2.27/2=2.52$ atoms per nm² per second, and 90% of them is 2.27.

## 4. Adding the gap

Let the vapour have density $n_b$ at a source plane a distance $L$ from the wall. In steady state without reactions in the gas, the flux is the same at every $z$, so the profile is linear:

$$J=\frac{D(n_b-n_w)}{L}.$$

Here $D$ is the diffusivity. Hence $n_b-n_w=JL/D$, while the wall law gives $n_w=4J/(\gamma\bar v)$. Adding the two removes $n_w$:

$$J=\frac{n_b}{\dfrac LD+\dfrac4{\bar v}\left(\dfrac1s-\dfrac12\right)} .$$

The gap and the wall act as resistances in series. If $L/D$ dominates, $J\to Dn_b/L$ and sticking hardly matters. If the wall term dominates because $s$ is small, $J\to s\,n_b\bar v/4$. Continued past the wall, the profile falls to zero at a distance $Dn_w/J=(4D/\bar v)(1/s-1/2)$ behind it.

The limit $L\to0$ needs care, because $n_b$ is a density inside a diffusing gas. Suppose instead that the source is a surface that emits a Maxwellian one-way flux $\Phi=n_e\bar v/4$ and absorbs whatever returns. The flux leaving this surface is $\Phi=n_b\bar v/4+J/2$, by the split of section 2. Therefore

$$\frac{\Phi}{J}=\frac{n_b\bar v}{4J}+\frac12=\frac{L\bar v}{4D}+\frac1s-\frac12+\frac12=\frac{L\bar v}{4D}+\frac1s .$$

At $L=0$ this gives $J=s\Phi$, the correct result for atoms that fly straight across. The naive law at the film, with the same split kept at the source, would give $1/s+1/2$ there.

## 5. The diffusivity

Treat silver and argon atoms as hard spheres that touch at a centre distance $d$. Argon has atomic mass $M_g$ and density $n_g$, and $\mu_r=mM_g/(m+M_g)$ is the reduced mass. Let the silver drift at a small speed $u$ through resting argon, with a Maxwellian spread about the drift.

A collision with impact parameter $b$ turns the relative velocity $\mathbf g$ through an angle $\chi$ with $b=d\cos(\chi/2)$, so $\cos\chi=2b^2/d^2-1$. With $x=b/d$, the average over the target area is $\int_0^12x(2x^2-1)\,dx=0$. The mean final relative velocity is zero, and silver loses momentum $\mu_r\mathbf g$ on average. Collisions occur at the rate $n_g\pi d^2g$, so the drag per atom is

$$F=\mu_rn_g\pi d^2\langle g\,g_z\rangle .$$

The relative velocity has a Maxwellian distribution for mass $\mu_r$, shifted by $u$. To first order the shift multiplies the unshifted distribution by $1+\mu_rug_z/T$. The leading 1 contributes nothing by symmetry, and

$$\langle g\,g_z\rangle=\frac{\mu_ru}{T}\langle g\,g_z^2\rangle_0=\frac{\mu_ru}{3T}\langle g^3\rangle_0=\frac43\,\bar g\,u .$$

The last step uses $\langle g^3\rangle_0=(4T/\mu_r)\bar g$, with $\bar g=\sqrt{8T/\pi\mu_r}$. The drag balances the partial-pressure force per atom, $-Tn'/n=F$. Since $J=nu=-Dn'$, it follows that $D=Tu/F$:

$$D=\frac{3T}{4\pi\mu_rn_gd^2\bar g}=\frac{3}{8n_gd^2}\sqrt{\frac{T}{2\pi\mu_r}} .$$

This is a first approximation, since the true spread about the drift is not quite Maxwellian. For hard spheres with the masses of silver and argon, higher approximations raise $D$ by about 0.4%.

## 6. Silver through argon

The inputs are 400 K, 0.1 Torr of argon, $10^{-5}$ Torr of silver at the source plane, $L=20$ mm and $s=0.9$. The contact distance $d=3.2$ Å and the film volume of 17 Å³ per atom are rough values. The masses are 107.87 u for silver and 39.95 u for argon.

The ideal-gas law gives $n_b=2.414\times10^{17}$ m⁻³. The formulas above give $\bar v=280$ m/s and $D=0.204$ m²/s. The two resistances are

$$\frac LD=0.09785\ \text{s/m},\qquad \frac4{\bar v}\left(\frac1{0.9}-\frac12\right)=0.00872\ \text{s/m}.$$

The flux is $2.414\times10^{17}/0.10657=2.27\times10^{18}$ m⁻² s⁻¹. Multiplied by the volume per atom, it gives a growth rate of 2.31 nm/min. The density at the wall is 8.2% of that at the source, and the profile extrapolates to zero 1.8 mm behind the film.

The naive law gives 2.17 nm/min. The wall coefficient nearly doubles, from 0.9 to 1.64, but growth rises by only 7% because the gap carries most of the resistance. With the other inputs fixed, a shorter gap would make the correction matter more, as long as the gas still diffuses.

## 7. What the Knudsen layer changes

Let the kinetic equation be linear, as it is for dilute vapour in an undisturbed carrier gas. Take first a fully absorbing wall, and define a number $\kappa$ by $n_1\bar v/4=\kappa J$, where $n_1$ is the extrapolated density. The arriving flux is $J$.

Now let the wall return a fraction $1-s$ of the arrivals with a Maxwellian distribution at its own temperature. Add to the first solution a uniform Maxwellian gas of density $n_2$. It carries no net flux and supplies the departing atoms if

$$\frac{n_2\bar v}{4}=(1-s)\left(J+\frac{n_2\bar v}{4}\right),\qquad\text{so}\qquad \frac{n_2\bar v}{4}=\frac{1-s}{s}J .$$

With $n_w=n_1+n_2$,

$$\frac1\gamma=\frac{n_w\bar v}{4J}=\frac1s-1+\kappa .$$

Within these assumptions the dependence on $s$ is exact. Motz-Wise corresponds to $\kappa=1/2$ and the naive law to $\kappa=1$. The error of the Motz-Wise coefficient relative to the kinetic one is

$$\frac{\gamma_{\rm MW}}{\gamma}-1=\frac{\kappa-1/2}{1/s-1/2},$$

which vanishes as $s\to0$.

The value of $\kappa$ depends on the collisions. After isotropic scattering in the centre-of-mass frame, a silver atom keeps on average the fraction $\alpha=m/(m+M_g)=0.73$ of its velocity, if the collision rate is taken as independent of speed. I use a model in which each collision keeps this fraction and adds a random Gaussian part that preserves the Maxwellian. The half-space equation, solved on a mesh of velocities with exponential modes in $z$, gives $\kappa=0.578$. Full loss of velocity memory, $\alpha=0$, gives 0.573.

In this model the Motz-Wise coefficient is too large by 0.8% at $s=0.1$, 5% at $s=0.5$, 13% at $s=0.9$ and 16% at $s=1$. The hard spheres of section 5 collide more often when they move faster, which the model leaves out. Following random paths with hard-sphere collisions gives $\kappa=0.566\pm0.005$ (one standard error), and the error at $s=1$ falls to about 13%. In the simpler model, the actual density at the wall for $s=0.9$ is 0.73 of the extrapolated one, so $n_w$ must not be read as the local density there.

The emitting source of section 4 offers a second case. Its own Knudsen layer contributes another $\kappa$, because subtracting the uniform gas $n_e$ turns the source into an absorbing wall. Thus

$$\frac\Phi J=\frac{L\bar v}{4D}+\frac1s-1+2\kappa ,$$

provided the two layers do not overlap. Let $\ell=D\sqrt{m/T}$ be the distance over which a thermal atom keeps its direction. For $L=6\ell$ and $s=0.9$ the formula gives 3.66, and $\kappa=1/2$ gives 3.50. Following 600,000 random atomic paths with the same collision model gives $3.651\pm0.008$ (one standard error), which agrees with the kinetic value and excludes the Motz-Wise one for this model.

In the 20 mm gap the kinetic wall law gives 2.29 nm/min. Relative to it, Motz-Wise is 1% high and the naive law 5% low. If the returning atoms are reflected as from a mirror, the superposition above fails, but the kinetic growth rate changes by only 0.1%.

## 8. Beside a real deposition

The example resembles sputter deposition at high pressure. Sputtering is commonly run at a few mTorr, so 0.1 Torr is far above the usual range. The growth rate is low for sputtering, and it simply follows the chosen silver density.

The high pressure is needed for two reasons. First, even a thermal silver atom must lose its direction well within the gap. The length $\ell$ of section 7 is 1.2 mm at 0.1 Torr, but it would be 23 mm at 5 mTorr, longer than the gap itself. Second, sputtered atoms start fast. From a rough 5 eV, a silver atom loses on average the fraction $2mM_g/(m+M_g)^2=0.39$ of its energy per collision with resting argon. If the argon stayed at rest, about 9 collisions would bring it to thermal energy, over a path of about 11 mm at 0.1 Torr if the same contact distance $d$ is used at all energies. A real silver-argon repulsion is soft, so fast atoms see a smaller cross-section than thermal ones, and a $d$ suited to thermal diffusion understates the slowing lengths given here. In argon at 400 K, the first fall to the mean thermal energy takes about one collision more. The path also bends, so atoms that start straight towards the film are slowed at an average depth of about 8 mm, though about one in ten gets beyond 13 mm. The source plane must lie beyond this slowing region. The path varies as the inverse of pressure, so at 5 mTorr it would be more than 200 mm, and diffusion across a 20 mm gap would be the wrong description.

Of the neglected effects estimated here, uneven temperature is the largest at 0.1 Torr. In a gas of uneven temperature, ordinary diffusion is driven by the gradient of the silver fraction $n/n_g$, and the flux is $-n_gD$ times that gradient. At fixed pressure $n_gD$ varies as $\sqrt T$. For the same silver fraction at the source, a source side 100 K hotter, with a mean gas temperature of 450 K, therefore raises the flux that a given difference in silver fraction drives through the gap by about 6%. The rough contact distance can matter as much or more: $D$ varies as $1/d^2$, so a change in $d$ of only 3%, or 0.1 Å, also shifts $D$ by about 6%. Thermal diffusion, with a rough factor of 0.3, adds a change of about 3% in size. Both temperature effects exceed the 1% error of the Motz-Wise law here.

Two further omissions are smaller. In the time $L^2/2D$, a silver atom would meet another about 0.03 times, estimated at the source density with the same $d$. An atom that crosses without returning to the source plane takes, on average, a little less than half of that time. Re-evaporation, with a rough binding energy of 2.9 eV and attempt rate of $10^{13}$ s⁻¹, is negligible at 400 K. Loss past the edges of the plates is not estimated, so the result applies to plates much wider than the gap.

Numerical values quoted here were computed with a short program.
